Radial Green Functions and Second-Order Energies Without a Sum over States

**1. The difficulty**

Let a bound electron with radial function P and energy Eₙ feel a weak extra radial potential λw(r). Its energy becomes Eₙ + λE₁ + λ²E₂ + …, with E₁ = ⟨P|w|P⟩ and

E₂ = Σ_{m≠n} |⟨Pₘ|w|P⟩|²/(Eₙ − Eₘ). (1)

The sum runs over infinitely many bound states in a Coulomb tail and continues as an integral over the continuum. Cutting it at the bound states drops terms that are in general not small. A Green function contains the whole sum in closed form, but the ordinary one is infinite at E = Eₙ, where (1) needs it. The infinite part has to be removed and the finite remainder kept in full.

Hartree atomic units are used. For angular momentum l,

h = −½ d²/dr² + U(r), U(r) = l(l+1)/(2r²) + V(r). (2)

V is local, is at worst −Z/r near the origin, and vanishes at infinity. Radial functions are real, vanish at r = 0, and are normalized by ∫P²dr = 1. Energies are negative, and wP is taken to be square-integrable. A prime means d/dr and a dot means d/dE. The two radii are r and s, with r< the smaller and r> the larger.

**2. The Green function from two solutions**

Define g by

(h − E) g(E; r,s) = δ(r − s), (3)

with g zero at r = 0 and decaying at infinity. Let u solve (h − E)u = 0 and behave as r^(l+1) at the origin. Let v solve the same equation and decay at infinity. Both obey y″ = 2(U − E)y, so

W = u′v − uv′, W′ = u″v − uv″ = 2(U − E)(uv − uv) = 0. (4)

Thus W does not depend on r. If W = 0, u and v are proportional, and one function satisfies both boundary conditions: E is an eigenvalue. Conversely, at an eigenvalue both are multiples of P and W = 0. Each level of given l is therefore nondegenerate.

For r ≠ s, g solves the homogeneous equation in r. The boundary conditions make it a multiple of u for r < s and of v for r > s. Continuity at r = s gives g = C u(r<)v(r>). Integrating (3) over a vanishing interval around s leaves the derivative term:

−½[g′(s+0) − g′(s−0)] = 1. (5)

The jump in slope is C(uv′ − u′v) = −CW, and (5) requires it to be −2. Hence C = 2/W and

g(E; r,s) = 2u(r<)v(r>)/W. (6)

A free s wave shows the factors. With κ = √(−2E), u = sinh κr and v = e^(−κr), W = κe^(−κr)(cosh κr + sinh κr) = κ, so g = (2/κ) sinh(κr<) e^(−κr>). It is positive, as it must be when E lies below the whole spectrum.

**3. The pole and the reduced function**

Completeness of the eigenfunctions, Σₘ Pₘ(r)Pₘ(s) = δ(r − s) with the continuum included, turns (3) into

g(E; r,s) = Σₘ Pₘ(r)Pₘ(s)/(Eₘ − E). (7)

Define the reduced Green function by removing the singular term before taking the limit:

g̃(r,s) = lim_{E→Eₙ} [g(E; r,s) − P(r)P(s)/(Eₙ − E)]. (8)

By (7), this is the sum over m ≠ n at E = Eₙ. Applying h − Eₙ, and separately projecting on P, gives

(h − Eₙ)g̃ = δ(r − s) − P(r)P(s), ∫g̃(r,s)P(s)ds = 0. (9)

To find g̃ from u and v, scale them smoothly in E so that both equal P at Eₙ. Differentiating (h − E)u = 0 with respect to E gives (h − E)u̇ = u, and likewise for v. At Eₙ,

u̇″ = 2(U − Eₙ)u̇ − 2P, v̇″ = 2(U − Eₙ)v̇ − 2P. (10)

Multiply the first equation by P and subtract u̇P″ = 2(U − Eₙ)u̇P. The result is (u̇′P − u̇P′)′ = −2P². The same holds for v̇. The bracket with u̇ vanishes at the origin, where u̇ is regular; the bracket with v̇ vanishes at infinity, where v̇ decays. Therefore

u̇′P − u̇P′ = −2∫₀^r P²dx, v̇′P − v̇P′ = +2∫_r^∞ P²dx. (11)

Now differentiate W and set u = v = P:

Ẇ(Eₙ) = (u̇′P − u̇P′) − (v̇′P − v̇P′) = −2∫₀^∞P²dx = −2. (12)

Put ε = E − Eₙ. The numerator and denominator of (6) are

u(r<)v(r>) = P(r)P(s) + εB(r,s) + O(ε²), (13)

B(r,s) = u̇(r<)P(r>) + P(r<)v̇(r>), (14)

W = −2ε + ½Ẅε² + O(ε³) = −2ε[1 − Ẅε/4 + O(ε²)]. (15)

Since 2/W = −(1/ε)[1 + Ẅε/4 + O(ε²)], multiplication gives

g = −P(r)P(s)/ε − B(r,s) − (Ẅ/4)P(r)P(s) + O(ε). (16)

The first term is P(r)P(s)/(Eₙ − E), the term removed in (8). Hence

g̃(r,s) = −B(r,s) − cP(r)P(s), c = Ẅ(Eₙ)/4. (17)

The second derivative of W is not needed in practice, because (9) fixes c. Multiply (17) by P(r)P(s) and integrate: 0 = −∬PBP − c. The regions r < s and r > s contribute equally. With Q(r) = ∫₀^r P²dx,

c = −2∫₀^∞ P[u̇(1 − Q) + v̇Q]dr. (18)

The scaling of u away from Eₙ is still free. Replacing u by (1 + aε)u replaces u̇ by u̇ + aP, B by B + aP(r)P(s), and c by c − a. The two changes cancel in (17). The same holds for v, so c has no physical meaning by itself, while g̃ has.

The function u̇ grows at large r. By (11), u̇′P − u̇P′ tends to −2 while P falls roughly as e^(−κr), so the magnitude of u̇ rises roughly as e^(κr). This does no harm: u̇ enters B at the smaller radius, multiplied by P at the larger one. In the same way v̇, which does not vanish at the origin, is taken at the larger radius.

**4. The second-order energy**

Expand the perturbed function as P + λP₁ + λ²P₂ + …, with P₁ orthogonal to P. The first two orders of the Schrödinger equation are

(h − Eₙ)P₁ = −(w − E₁)P, (19)

(h − Eₙ)P₂ + (w − E₁)P₁ = E₂P. (20)

Write f = wP. By (9), the function

P₁(r) = −∫g̃(r,s)f(s)ds (21)

satisfies (h − Eₙ)P₁ = −f + P⟨P|f⟩ = −wP + E₁P, which is (19), and it is orthogonal to P. Projecting (20) on P removes the P₂ term, because h is self-adjoint, and the E₁ term, by orthogonality. What remains is E₂ = ⟨P|w|P₁⟩, or

E₂ = −∬f(r)g̃(r,s)f(s)dr ds = ∬fBf dr ds + cE₁². (22)

The double integral reduces to running integrals. Its two triangular halves are equal, so

∬fBf dr ds = 2∫₀^∞ f(r)[P(r)∫₀^r fu̇ dx + v̇(r)∫₀^r fP dx]dr. (23)

Equations (18), (22) and (23) need three functions, P, u̇ and v̇, and no other eigenstate.

For the lowest state of a given l every denominator in (1) is negative, so E₂ ≤ 0. For a higher state the levels below it contribute with positive sign.

Hydrogen with w = 1/r can be done by hand. The kinetic and centrifugal part T of h scales as r⁻², so its commutator with r d/dr is 2T. The commutator of V = −1/r with r d/dr is −rV′ = −1/r = V. Hence

(h − Eₙ)(rP′) = (2T + V)P = (2Eₙ − V)P = P/r − P/n², (24)

where Eₙ = −1/(2n²). Also ∫P(½P + rP′)dr = ½ − ½ = 0 after one integration by parts. By (9), then, g̃ acting on P/r gives ½P + rP′, the term ½P supplying the orthogonality. Projecting (24) on P gives ⟨1/r⟩ = 1/n². Equation (22) becomes

E₂ = −∫(P/r)(½P + rP′)dr = −½⟨1/r⟩ − ∫PP′dr = −1/(2n²). (25)

This is the λ² term of −(1 − λ)²/(2n²), the energy for nuclear charge 1 − λ. Numerical evaluation of (18), (22) and (23), by the method of Section 6, gives −0.500000 hartree for 1s and −0.125000 hartree for 2p.

**5. A perturbation that changes l**

A uniform field adds Fz to the energy of the electron. Acting on an s state, z = r cos θ produces an l = 1 function with radial part rP/√3. There is no first-order energy, and the response lies wholly in l = 1, where the ordinary Green function g₁ serves if Eₙ is not an eigenvalue of h₁. Then E₂F² = −(F²/3)⟨rP|g₁(Eₙ)|rP⟩. Setting this equal to −½αF² defines the polarizability

α = (2/3)⟨rP|g₁(Eₙ)|rP⟩. (26)

For hydrogen 1s, P = 2re^(−r), and the function χ = (2r² + r³)e^(−r) satisfies (h₁ + ½)χ = rP. To see this, use χ″ = (4 − 2r − 4r² + r³)e^(−r). Apart from the common exponential, the four terms of (h₁ + ½)χ are

−½χ″ → −2 + r + 2r² − ½r³,
χ/r² → 2 + r,
−χ/r → −2r − r²,
½χ → r² + ½r³. (27)

Their sum is 2r², as required. Hence

α = (2/3)∫₀^∞ 2r²(2r² + r³)e^(−2r)dr = (2/3)(3 + 15/4) = 9/2 bohr³. (28)

The condition on Eₙ matters. In nonrelativistic hydrogen, 2s and 2p have the same energy, so W for l = 1 vanishes at the 2s energy and (26) diverges. The field then mixes the two states at first order, and degenerate perturbation theory is required. Even where (26) is finite, a static field allows the electron to escape at large distance, so no strictly bound state remains. The quantity −½αF² is the second-order coefficient times F², not the energy of a stationary bound state.

**6. A screened model potential**

Take one electron in

V(r) = −[1 + 2e^(−2r)]/r, (29)

with charge 3 seen at the nucleus and charge 1 seen far away. The state is 2s and the perturbation is w = e^(−r), a change of the potential near the core.

The functions u and u̇ are integrated outward from r = 10⁻⁵ bohr, and v and v̇ inward from a wall at R = 40 bohr where v = 0. An adaptive eighth-order Runge–Kutta method is used. Outward from the origin u is the solution that grows, and inward from the wall v is, so small admixtures of the other die out there. At an eigenvalue this advantage is lost farther on: u = P decays outward beyond the outer turning point, and v = P vanishes toward the nucleus, so admixtures would then gain on P. P is therefore taken from u inside 3 bohr and from v outside. The running integrals use cubic splines on 4001 points.

The zero of W gives E₂ₛ = −0.201004 hartree, hence κ = √(2 × 0.201004) = 0.634 bohr⁻¹. The wall admixes the growing solution into v. The exponentials alone would make its relative size at 3 bohr e^(−2κ(R−3)) = e^(−47). The Coulomb tail slows the decay, and the classical turning point lies near 5 bohr; this raises the figure to about e^(−37), still negligible.

Equation (18) gives c = 67.33 hartree⁻¹. Its size comes mainly from the scaling of v. The slope of v was held fixed at the wall, so further in v varies roughly as e^(κ(R−r)). Since dκ/dE = −1/κ, this gives v̇ ≈ −[(R − r)/κ]P, which is −58P at 3 bohr and −50P at 8 bohr. A term aP in v̇ with constant a contributes −a to c, and here the factor varies slowly, so this estimate, which ignores V, accounts for most of the 67.

With E₁ = 0.0612276 hartree, the two parts of (22) are

∬fBf dr ds = −0.268953 hartree,
cE₁² = 67.328 × (0.0612276)² = +0.252400 hartree,
E₂ = −0.016553 hartree = −0.4504 eV. (30)

The parts nearly cancel, so omitting the constant would make the result about sixteen times too large. With another scaling of v the two parts would differ, but not their sum.

Diagonalizing h in 40 Laguerre functions makes the separate terms of (1) visible. The 1s state, at −1.94393 hartree, contributes +0.001785 hartree, and all higher s states, with the continuum represented by discrete basis states, contribute −0.018338 hartree. Their sum is −0.016553 hartree, the value in (30). The positive 1s term keeps its place even if a second electron of the same spin occupies 1s, as long as the electrons move independently in the fixed potential. The exclusion principle then blocks the virtual transition from 2s to 1s, but also the one from 1s to 2s, whose term is equal and opposite. The total second-order energy is therefore still the sum of the two full orbital values, with nothing to subtract.

For λ = 0.02 the expansion gives

−0.20100449 + 0.00122455 − 0.00000662 = −0.19978656 hartree. (31)

Diagonalization with λw included gives −0.19978655 hartree. The difference before rounding, 1.3 × 10⁻⁸ hartree, is 0.2% of the second-order shift.

For the dipole response, ⟨rP|g₁(E₂ₛ)|rP⟩ = 240.170 bohr²/hartree, and (26) gives

α = (2/3) × 240.170 = 160.11 bohr³ = 23.73 Å³. (32)

The 2p level lies at −0.133747 hartree, a gap Δ = 0.067258 hartree above 2s. In the basis sum it supplies 157.70 bohr³, or 98.5% of α. A large share does not by itself make the levels nearly degenerate: the gap is 1.83 eV, a third of the 2s binding energy. It does invite a comparison of the 2s–2p coupling with the gap. The 2p term of α is 2d²/Δ, where Fd is the coupling of the two states, so d = √(157.70 × 0.067258/2) = 2.30 bohr. At F = 10⁻³ atomic units the coupling is 0.0023 hartree, about 3% of the gap, and the second-order energy is −½ × 160.11 × 10⁻⁶ = −8.01 × 10⁻⁵ hartree. At a field some thirty times larger the coupling would equal the gap, but the escape noted in Section 5 sets in earlier: the top of the barrier V(r) − Fr on the downfield side falls to E₂ₛ at F ≈ E₂ₛ²/4 ≈ 0.010 atomic units. Treated as a resonance by complex scaling, the 2s level at F = 0.010 is shifted by about 1% more than −½αF² and has a width of 6 × 10⁻⁵ hartree. At F = 0.030 the shift is −0.056 hartree against −0.072 from the formula, and the width, 0.04 hartree, is comparable to the shift, so the quadratic formula no longer describes the state.

**7. Use in a many-electron atom**

In a mean-field atom with a local potential, these formulas give the response of one orbital while V is held fixed. The perturbation also changes the occupied orbitals and through them V; a self-consistent response must add that change to w, either by iterating or by solving the coupled linear equations at once. With a nonlocal exchange operator, as in Hartree–Fock theory, the step in (4) fails: the exchange terms in W′ do not cancel point by point, so W can vary with r and the product form (6) no longer follows. For a fixed self-adjoint h, the definition (8), the conditions (9) and the energy −⟨f|g̃|f⟩ remain valid if the level is nondegenerate, which (4) no longer guarantees, but g̃ must then be found in another way.

Numbers in the example were calculated in double precision.
